\section*{Two-Sublattice Monte Carlo Growth of Boron Nitride with Species Audit}

\section{Symmetry fixes the composition rule}

Consider one layer of a binary compound on a honeycomb lattice. Boron may occupy one sublattice and nitrogen the other, so every nearest-neighbour bond joins B to N. A fully bonded atom has three bonds. Let $N_B,N_N$ be the numbers of crystal atoms and $D_B,D_N$ the numbers of their missing, or dangling, bonds.

Suppose that the composition excess depends linearly on the missing bonds:
\begin{equation}
N_B-N_N=\alpha D_B+\gamma D_N .
\end{equation}
Exchanging the names of the species leaves the lattice unchanged but reverses the left side and swaps $D_B$ with $D_N$. Hence $N_B-N_N=-\gamma D_B-\alpha D_N$. Both forms hold for independent $D_B$ and $D_N$ only if $\gamma=-\alpha$, which leaves one unknown number.

The chain N--B--N supplies it. Its excess is $1-2=-1$. The boron atom lacks one bond and each nitrogen atom lacks two, so $D_B-D_N=1-4=-3$, and $\alpha=1/3$.

The linear form was assumed; counting bonds proves it. Each of the $b$ bonds has one B end and one N end, so
\begin{equation}
3N_B-D_B=b=3N_N-D_N,\qquad
N_B-N_N=\frac{D_B-D_N}{3}.
\label{eq:stoich}
\end{equation}
Away from equal composition, the crystal must therefore carry unequal numbers of dangling bonds. For $z$ bonds per atom the same count gives $1/z$, for instance $1/4$ in a tetrahedral crystal. The count assumes that only unlike atoms bond. With $b_{BB}$ B--B bonds and $b_{NN}$ N--N bonds, the excess gains the term $2(b_{BB}-b_{NN})/3$, so the rule fails when these two numbers differ.

\section{Four cells by hand}

Take $M=4$ cells in a $2\times2$ periodic patch: four B sites and four N sites. Besides the crystal there are $n_B$ and $n_N$ free adatoms. They move so fast that each is equally likely to be in any cell; they neither block sites nor stay where they landed. One bonding rule is imposed: every crystal atom has at least one bond. Of the $2^8=256$ occupations of the patch, 166 obey it.

Time is measured in an arbitrary unit. Per site, B arrives at rate $F_B=0.2$ and N at $F_N=0.3$. A free atom desorbs at rate $k_B=0.3$ or $k_N=0.2$. The attachment frequency is $w=2$, the recombination frequency $r=2$, and the bond energy is $E_b=k_BT_s$, where $k_BT_s$ is the thermal energy at substrate temperature $T_s$.

Let the patch be bare, with one free B and one free N. They can join on any of the $3M=12$ bonds. The free N is at a given site with probability $1/M$, and the free B attaches to a given site at rate $w/M$. Pair formation thus has the rate
\begin{equation}
12\,\frac{w}{M^2}=12\times\frac{2}{16}=1.5 .
\end{equation}
Arrivals contribute $4(0.2+0.3)=2.0$ and desorption $0.3+0.2=0.5$. The total is $4.0$, so the mean wait is $0.25$ and the next event is pair formation with probability $1.5/4.0=3/8$.

Suppose that the pair forms and another N then arrives. The crystal B has two empty N neighbours, so attachment has the rate $2w/M=1.0$. If it happens, the crystal is the chain N--B--N. Either end may leave, because the boron keeps one bond. The middle atom may not leave, because both nitrogen atoms would be orphaned.

The books now read: one B and two N arrived; one B and two N are in the crystal. If two more N arrive and leave together as N$_2$, the arrivals become four N, of which two are in the crystal and two in one molecule. The molecule must be debited as two atoms.

\section{The general set of moves}

For any $M$, the state is the pair of occupation patterns together with $n_B$ and $n_N$. The moves and their rates are as follows.
\begin{itemize}
\item An atom of species $X$ strikes a bare site of its own sublattice: $F_X(M-N_X)$. It becomes a free atom.
\item It strikes an occupied site: $F_XN_X$. It is scattered away.
\item A free atom desorbs: $k_Xn_X$.
\item Two free N atoms leave as N$_2$: $(r/M)\,n_N(n_N-1)/2$, the last factor being the number of distinct pairs.
\item A free atom attaches to an empty site with at least one crystal neighbour: $(w/M)\,n_X$ per site.
\item A free B and a free N form an isolated pair: $(w/M^2)\,n_Bn_N$ per empty bond whose two sites have no crystal neighbours.
\item An atom with $m$ bonds detaches: $w\,e^{-m\beta E_b}$ with $\beta=1/k_BT_s$, provided that no neighbour is orphaned.
\item An isolated pair splits into free atoms: $w\,e^{-\beta E_b}$.
\end{itemize}

The orphan rule is local. An atom is locked in place if one of its occupied neighbours has a single bond, since that bond must be the one they share.

The rules cannot trap the crystal. If some atom has one bond, its partner either has further bonds, and the atom may leave, or has none, and the two form a pair that may split. If no atom has a single bond, all have at least two, and any of them may leave. Every valid crystal can thus be dismantled to the bare substrate, and since each of these moves has a reverse, it can also be rebuilt.

\subsection{Equilibrium of the closed exchange}

Switch off arrival, desorption and recombination. The attachment and detachment rates then obey detailed balance with the weight
\begin{equation}
P\propto\frac{M^{\,n_B+n_N}}{n_B!\,n_N!}\,e^{\beta E_b b}.
\label{eq:weight}
\end{equation}
Let a B atom attach and gain $m$ bonds. Then $n_B\to n_B-1$ and $b\to b+m$, so
\begin{equation}
\frac{P'}{P}=\frac{n_B}{M}\,e^{m\beta E_b},
\qquad
P'\,w\,e^{-m\beta E_b}=P\,\frac{w}{M}\,n_B .
\end{equation}
The left side of the second equation is the backward flow and the right side the forward flow. Nitrogen follows by exchange of names. For a pair, both free numbers fall by one and $b$ rises by one:
\begin{equation}
\frac{P'}{P}=\frac{n_Bn_N}{M^2}\,e^{\beta E_b},
\qquad
P'\,w\,e^{-\beta E_b}=P\,\frac{w}{M^2}\,n_Bn_N .
\end{equation}
The factor $w/M^2$ is therefore required by equilibrium as well as by the counting argument of the hand example. The weight sets the entropy of $M$ positions per free atom against the bond energy. Because all states with the same total numbers of atoms are connected, the equilibrium is unique for given totals.

As a test, the four-cell system with three B and three N atoms in total was started with all atoms free and relaxed for 500 time units by its master equation. The probabilities agreed with Eq.~\eqref{eq:weight} to rounding error, with a mean of 4.50 bonds. During growth the weight does not apply: atoms flow through the system, and the escape of N$_2$ has no reverse move.

\section{Clock and choice of event}

Let $a_c$ be the rate of channel $c$ in the present state and $R=\sum_ca_c$. The probability $S(\tau)$ that nothing has happened after a time $\tau$ obeys $dS/d\tau=-RS$ with $S(0)=1$, so $S=e^{-R\tau}$. The probability that the first event falls in $d\tau$ and belongs to $c$ is
\begin{equation}
a_c\,e^{-R\tau}d\tau=\frac{a_c}{R}\;R\,e^{-R\tau}d\tau .
\end{equation}
It factorizes, so waiting time and channel can be drawn independently. With $u$ uniform on $(0,1]$, setting $S(\tau)=u$ gives $\tau=-\ln u/R$. One step of the algorithm is:
\begin{enumerate}
\item List the allowed moves of the present crystal and compute all $a_c$.
\item Draw $\tau$. If it passes the final time, stop there.
\item Choose $c$ with probability $a_c/R$, then a move within $c$ in proportion to its rate.
\item For every channel $c'$, chosen or not, add $a_{c'}\tau$ to its integrated rate $A_{c'}$, using the rates before the move. Then change the state and add one to the count $K_c$ of the chosen channel. The last, incomplete interval also contributes to every $A_{c'}$.
\end{enumerate}

\section{Three audits}

\subsection{Atoms}

Let $J_X$ count the arrivals on bare sites, $L_X$ the desorbed atoms and $Q$ the N$_2$ molecules. Then
\begin{align}
J_B&=N_B+n_B+L_B, \label{eq:ledB}\\
J_N&=N_N+n_N+L_N+2Q. \label{eq:ledN}
\end{align}
Here $N_X$ is recounted from the final lattice. A second ledger requires $N_X$ to equal attachments plus pair formations minus detachments minus pair splittings.

Subtracting Eq.~\eqref{eq:ledN} from Eq.~\eqref{eq:ledB} and using Eq.~\eqref{eq:stoich} shows where a surplus supply can go:
\begin{equation}
J_B-J_N=\frac{D_B-D_N}{3}+(n_B-n_N)+(L_B-L_N-2Q).
\label{eq:surplus}
\end{equation}
It is held at dangling bonds, waits as free atoms, or leaves.

\subsection{Clock}

A closed ledger says nothing about how often events occur. For this, consider $X_c=K_c-A_c$. In a short time $dt$, $K_c$ rises by $dK$, which is one with probability $a_c\,dt$ and otherwise zero. Given the present state, the mean change of $X_c$ is $a_c\,dt-a_c\,dt=0$. For the square, to first order in $dt$,
\begin{equation}
\langle (X_c+dK-a_cdt)^2-X_c^2\rangle
=2X_c\,(a_cdt-a_cdt)+\langle dK^2\rangle=a_c\,dt ,
\end{equation}
because $dK^2=dK$. Summing over time and averaging over runs,
\begin{equation}
\langle K_c-A_c\rangle=0,\qquad
\langle (K_c-A_c)^2\rangle=\langle A_c\rangle .
\label{eq:martingale}
\end{equation}
This can expose a faulty clock or a faulty choice of channel, although it tests only a mean and a variance. It cannot expose a wrong rate, since the same rate enters both $K_c$ and $A_c$.

\subsection{Rates}

The rates need an outside reference. For four cells it is the master equation, with transitions found by comparing the bond numbers of all pairs of valid crystals. The free numbers were capped at eight per species; the probability of sitting at the cap at the end was $1.1\times10^{-5}$.

With the rates of the hand example, 4000 runs of duration 3 from the bare patch gave, for instance, $0.422\pm0.010$ N$_2$ molecules per run against $0.429$ expected, and $1.103\pm0.014$ pair formations against $1.111$. Over all 13 channels the largest deviation was 1.6 standard errors. The two statements of Eq.~\eqref{eq:martingale} held within 2.0 and 2.1 standard errors.

The expected values also close. Boron strikes $F_BMt=0.2\times4\times3=2.4$ times, and $2.156$ bare hits plus $0.244$ scattered atoms make $2.400$.

When $r$ was deliberately doubled, every atom ledger still closed, but the N$_2$ yield rose to $0.608$, which is 15 standard errors from the reference. The yield grew by a factor of about $0.608/0.429\approx1.4$ rather than 2. Since the mean yield is $r/M$ times the mean time-integrated number of free N pairs, that integral fell to about $1.4/2=0.7$ of its former value: faster recombination depletes its own reactant.

\section{Growth limited by the scarcer species}

Suppose that the scarcer species $X$ finds an attachment site quickly and is rarely lost. Nearly every atom striking a bare site then ends in the crystal, and the mean obeys
\begin{equation}
\frac{dN_X}{dt}=F_X(M-N_X).
\end{equation}
With $\theta_X=N_X/M$ this is $d(1-\theta_X)/dt=-F_X(1-\theta_X)$. Starting from a bare substrate,
\begin{equation}
\theta_X=1-e^{-F_Xt}.
\label{eq:langmuir}
\end{equation}
At small dose $\theta_X\simeq F_Xt-(F_Xt)^2/2$; the second term is the first loss by scattering from the crystal.

In the opposite limit, atoms landing on an island are not scattered but descend and join the free atoms. The arrival rate is then $F_XM$ and
\begin{equation}
\theta_X=F_Xt ,
\label{eq:descent}
\end{equation}
as long as empty sites remain and losses stay small. Neither law contains a barrier. The barriers decide whether the conditions for the laws are met.

\section{Boron nitride at 1500 K}

Hexagonal BN is grown from atomic B and active N at 1500~K, where $k_BT_s=0.1293$~eV. Each run has $M=400$ cells and lasts 30~s, and each case has five runs. The unit flux is 0.02 monolayer (ML) per second. All rate constants have the form $10^{13}\,\mathrm{s^{-1}}\,e^{-E/k_BT_s}$, with effective barriers of 1.8~eV for attachment, 3.4~eV for B desorption, 3.9~eV for N desorption and 2.6~eV for recombination; $E_b=2.2$~eV. These are round model parameters.

A singly bonded atom must overcome $1.8+2.2=4.0$~eV and detaches at $0.364\,\mathrm{s^{-1}}$, about eleven times in 30~s if it could repeat the move. With two bonds the rate is $1.5\times10^{-8}\,\mathrm{s^{-1}}$. An atom with two bonds thus stays until the departure of a neighbour leaves it with only one. In a closed ring every atom has at least two bonds, so rings practically never open within the 30~s of a run, and islands built of them cannot change shape by losing ring atoms.

\subsection{Coverages}

For the scarcer species $Ft=0.02\times30=0.6$, and Eq.~\eqref{eq:langmuir} gives $\theta=1-e^{-0.6}=0.451$. The simulated coverages, with standard errors over the runs, are:
\begin{center}
\begin{tabular}{lccc}
supply & B, N flux (ML/s) & $\theta_B$ & $\theta_N$\\
N-rich & 0.02, 0.04 & $0.468(9)$ & $0.618(12)$\\
balanced & 0.02, 0.02 & $0.438(6)$ & $0.442(9)$\\
B-rich & 0.04, 0.02 & $0.587(14)$ & $0.438(6)$
\end{tabular}
\end{center}

If every atom striking a bare site enters the crystal at once, $N_X$ grows by one at the rate $F_X(M-N_X)$, just as if $M$ sites were filled independently. The sites themselves are correlated, but the total count is binomial, so the expected standard error over $5\times400$ sites is $\sqrt{0.451\times0.549/2000}=0.011$. The scarcer species lies $1.5$ such errors above the law under N-rich supply and $1.2$ below it under B-rich supply. Compared with balanced supply, doubling the other flux shifts the coverage by $0.030$ for B and $-0.004$ for N. The expected error of such a difference is $\sqrt2\times0.011=0.016$, so the shifts are 1.9 and 0.3 errors, too little to establish an effect.

\subsection{Reading the ledger}

Summed over the five N-rich runs, the nitrogen book is
\begin{equation}
2424=858+22+308+0+1236 ,
\end{equation}
for arrived atoms on the left and, on the right, scattered atoms, desorbed atoms, atoms in N$_2$, free atoms and crystal atoms. The boron book is $1233=293+5+0+0+935$. Counting each molecule as one atom would leave a gap of 154 atoms, the number of molecules.

The bare-site arrivals are $J_B=1233-293=940$ and $J_N=2424-858=1566$. The crystal has $D_B=31$ and $D_N=934$. Equation~\eqref{eq:surplus} then reads
\begin{equation}
940-1566=\frac{31-934}{3}+0+(5-22-308),
\end{equation}
or $-626=-301-325$. About half of the surplus nitrogen stays at dangling bonds and half leaves.

The number of bonds is $3\times935-31=2774$. A boron atom has on average $2774/935=2.97$ bonds and a nitrogen atom $2774/1236=2.24$. The crystal is terminated by nitrogen: nearly all boron is fully bonded, and the excess sits in underbonded nitrogen. The excess is $301/5\approx60$ atoms per run. A compact round island with the same 187 B atoms and all their N neighbours in place would have an excess of only about 26. The simulated crystal is instead ragged and porous, and many of the N dangling bonds face boron vacancies inside it. This follows from the rules: every empty site with a neighbour fills at the same rate, however many bonds it offers, and atoms with two bonds do not move again. The share of the surplus that stays in the crystal is therefore a property of this model; large compact islands would hold much less.

Surplus nitrogen leaves mainly as molecules. A free N atom attaches at $2.2\times10^{4}\,\mathrm{s^{-1}}$ per open N site, so it waits only when no such site is open, and an arriving B atom can end the wait by opening new sites. While it waits, a lone free N atom desorbs at only $0.79\,\mathrm{s^{-1}}$, whereas further N atoms strike bare sites at $0.04\times400=16\,\mathrm{s^{-1}}$ at the start and about $6\,\mathrm{s^{-1}}$ at the end, so a second one usually arrives before the first desorbs. Two free N atoms then recombine at $46\,\mathrm{s^{-1}}$, whereas one or the other desorbs at $2\times0.79=1.6\,\mathrm{s^{-1}}$. Surplus boron has no such reaction here. Under B-rich supply, 432 of the 2412 arriving B atoms desorb singly, each free atom at $38\,\mathrm{s^{-1}}$.

\subsection{When the reservoir picture holds}

Free atoms must spread over the cell before they attach. Let an adatom hop at total rate $\Gamma$ to the six nearest sites of its sublattice. A density wave with wavevector $\mathbf q$ decays at $\Gamma[1-\frac16\sum_{\boldsymbol\delta}\cos(\mathbf q\cdot\boldsymbol\delta)]$. For the longest wave in a cell of $L\times L$ sites, four hops have phase $\pm2\pi/L$ and two have phase zero, so the rate is
\begin{equation}
\Gamma\left[1-\frac{4\cos(2\pi/L)+2}{6}\right]
=\frac{2\Gamma}{3}\left(1-\cos\frac{2\pi}{L}\right).
\end{equation}
With a hopping barrier of 0.8~eV and $L=20$, mixing takes $1.5\times10^{-9}$~s. Under N-rich supply a free B atom attaches after about $5.8\times10^{-7}$~s, so the ratio is $2.6\times10^{-3}$ and the picture is sound for this cell, which is only $20\times0.25=5$~nm wide. The mixing time grows as $L^2$, whereas the attachment time does not depend on $L$ at a given fraction of open sites, so the ratio reaches one near $L=400$, or 100~nm; larger areas are not well mixed.

It depends on the extra attachment barrier. If attachment had the same barrier as hopping, it would be faster by $e^{1.0/0.1293}\approx2300$. The ratio would be about 6, and the adatoms would have to be followed site by site. Blocking of sites by free atoms is negligible: there are $4\times10^{-4}$ free N atoms per cell on average.

\subsection{Comparison with real growth}

The temperature lies in the rough range of high-temperature molecular-beam epitaxy of BN. The unit flux equals $3.7\times10^{13}\,\mathrm{cm^{-2}\,s^{-1}}$, or one monolayer in 50~s, which is fast for this material. Two assumptions were varied in the simulation: the scattering of atoms that land on islands and the spreading of free atoms over the whole cell. The first matters more for the boron coverage. When they descend instead, at the same N-rich fluxes, $\theta_B$ rises from $0.47$ to $0.61\pm0.03$, in line with $Ft=0.60$ from Eq.~\eqref{eq:descent}. This is a change of 30\% relative to the scattering case. Real atoms may also start a second layer, which the model leaves out.

Confining the free atoms to bare substrate gives $\theta_B=0.440\pm0.011$. The difference from $0.468\pm0.009$ is two combined standard errors, too little to establish an effect. The expected number of removals of atoms with two or more bonds that the orphan rule might forbid is below $3.6\times10^{-4}$ per run.

The model also fixes one crystal orientation. If nuclei of the two opposite orientations were in thermal equilibrium, keeping the inverted ones to 1\% would need an energy difference $\Delta$ per nucleus with $e^{-\Delta/k_BT_s}=1/99$, that is $\Delta=k_BT_s\ln99=0.59$~eV. With a smaller energy difference, more than 1\% would be inverted. Boundaries between domains of opposite orientation can contain like-atom bonds; Eq.~\eqref{eq:stoich} then fails unless B--B and N--N bonds are equally numerous. Clustering of boron, its dissolution in a metal substrate, and strain are likewise absent, and their effect on the coverages was not estimated. The numerical output lists the channel counts of the four-cell test and the species ledgers of the three supplies in the table.

\section*{Computed values}
\begin{verbatim}
Four-cell test: valid crystals 166, simulated runs 4000
Equilibrium: mean bonds 4.4987, largest error 7.6e-17
Probability at reservoir cap: 1.1e-05
Events per run: master equation | simulation | standard error
  B to bare site: 2.1561 | 2.1885 | 0.0217
  B scattered: 0.2439 | 0.2462 | 0.0088
  N to bare site: 3.2179 | 3.2025 | 0.0269
  N scattered: 0.3821 | 0.3850 | 0.0115
  B desorption: 0.4774 | 0.4880 | 0.0114
  N desorption: 0.4476 | 0.4650 | 0.0108
  N2 desorption: 0.4294 | 0.4220 | 0.0103
  B attachment: 0.5289 | 0.5337 | 0.0146
  N attachment: 0.6481 | 0.6505 | 0.0157
  BN pair formation: 1.1113 | 1.1030 | 0.0139
  B detachment: 0.2525 | 0.2547 | 0.0096
  N detachment: 0.3274 | 0.3290 | 0.0109
  BN pair splitting: 0.4243 | 0.4158 | 0.0110
Largest deviation from master equation: 1.61 standard errors
Count minus integrated rate: mean 1.97, variance 2.09 standard errors at most
Doubled N2 rate: 0.6078 N2 per run, off by 15.0 standard errors, ledger closed
hBN: T = 1500 K, kT = 0.1293 eV, time = 30 s
Cells 400, runs per case 5, lattice constant 0.25 nm
Unit flux 0.02 ML/s = 3.70e+13 cm^-2 s^-1
Prefactor 1e+13 s^-1; barriers in eV: attachment 1.8, bond 2.2,
  B desorption 3.4, N desorption 3.9, N2 2.6, hop 0.8
Attachment per free atom and site: 2.240e+04 s^-1
Detachment, 1 and 2 bonds: 0.364, 1.48e-08 s^-1
Desorption per free atom: B 37.71, N 0.788 s^-1
N2 formation per free N pair: 45.95 s^-1
N-rich (B 0.02, N 0.04 ML/s): coverage B 0.468 +- 0.009, N 0.618 +- 0.012
balanced (B 0.02, N 0.02 ML/s): coverage B 0.438 +- 0.006, N 0.442 +- 0.009
B-rich (B 0.04, N 0.02 ML/s): coverage B 0.587 +- 0.014, N 0.438 +- 0.006
N-rich, descent (B 0.02, N 0.04 ML/s): coverage B 0.610 +- 0.028, N 0.796 +- 0.024
N-rich, confined (B 0.02, N 0.04 ML/s): coverage B 0.440 +- 0.011, N 0.604 +- 0.016
Atoms, all runs: arrived = scattered + desorbed + in N2 + free + crystal
  N-rich B: 1233 = 293 + 5 + 0 + 0 + 935
  N-rich N: 2424 = 858 + 22 + 308 + 0 + 1236
  balanced B: 1184 = 297 + 11 + 0 + 0 + 876
  balanced N: 1152 = 259 + 1 + 8 + 0 + 884
  B-rich B: 2412 = 806 + 432 + 0 + 0 + 1174
  B-rich N: 1177 = 293 + 1 + 8 + 0 + 875
N-rich dangling bonds: B 31, N 934; (D_B - D_N)/3 = -301 atoms
N-rich ledger gap if N2 is booked as one atom: 154 atoms
Largest count-rate deviation in growth runs: 2.11
Minority coverage law: 0.4512; with descent: 0.6000
Adatom mixing time 1.49e-09 s, B attachment time 5.82e-07 s, ratio 2.6e-03
N-rich mean free atoms per cell: B 2.0e-06, N 4.2e-04
Forbidden two-bond removals, upper bound: 3.5e-04 per run
Orientation energy for 1 % inverted nuclei: 0.594 eV
\end{verbatim}
